# Line-spread function of a single isotropic exponential electron flight

## The choice of blur kernel

A resist calculation that convolves an exposure profile with electron blur needs a kernel, a length to put into it, and a rule for the grid cell at zero displacement. If each electron reacts at the end of one isotropic flight with exponentially distributed length, the kernel is

$$p(x)=\frac{1}{2L}E_1\!\left(\frac{|x|}{L}\right),\qquad E_1(u)=\int_u^\infty\frac{e^{-t}}{t}\,dt. \tag{1}$$

Here $L$ is the mean flight length in three dimensions and $x$ is the lateral displacement. The kernel is infinite at $x=0$ but has unit area. In a real-space grid convolution it should therefore enter through cell integrals, not through its value at the central point. A Gaussian with the same variance preserves the rms blur but changes the image at fine pitch.

## Assumptions and what is projected

The resist is uniform and unbounded. Every released electron travels in a straight line, all directions are equally likely, and the flight length $r$ has density $e^{-r/L}/L$. The electron reacts once, at the end point. There is no reaction along the path and no second flight.

The function $p(x)$ is a probability per unit $x$, with both $y$ and the depth $z$ integrated out. It is the response to a uniformly exposed plane $x=0$, or the depth-integrated response to a line along $y$. If the exposure varies with depth, the depth-integrated response is still $p(x)$, because the distribution of lateral displacement does not depend on the release depth. The response at one chosen depth is then a different quantity.

## From flights to the projected density

A sphere of radius $r$ has area $4\pi r^2$. Spreading the radial probability evenly over it gives the volume density

$$n(r)=\frac{e^{-r/L}}{4\pi r^2L}. \tag{2}$$

To project it, integrate over the plane at fixed $x$. Let $q$ be the distance from the $x$ axis in that plane, so that $r^2=x^2+q^2$. At fixed $x$, $q\,dq=r\,dr$, and the lower limit $q=0$ becomes $r=|x|$. Hence

$$p(x)=\int_0^\infty 2\pi q\,n(r)\,dq
=\int_{|x|}^\infty 2\pi r\,\frac{e^{-r/L}}{4\pi r^2L}\,dr
=\frac{1}{2L}\int_{|x|}^\infty\frac{e^{-r/L}}{r}\,dr. \tag{3}$$

With $t=r/L$, $dr/r=dt/t$ and the lower limit is $|x|/L$. This is equation (1).

The factor $1/(2r)$ inside the last integral has a direct meaning. Write $x=r\mu$, where $\mu$ is the direction cosine. Bands of equal height on a sphere have equal area, so $\mu$ is uniform on $[-1,1]$, and at fixed $r$ the displacement is uniform on $[-r,r]$ with density $1/(2r)$. Short flights put their whole probability into a narrow interval around zero. Since the exponential law gives flights near $r=0$ a nonzero density, the sum of these narrow intervals diverges at the centre.

## The central singularity

Integrating $E_1$ by parts gives

$$E_1(u)=-e^{-u}\ln u+\int_u^\infty e^{-t}\ln t\,dt.$$

Add $\ln u$ and let $u\to0$. The term $(1-e^{-u})\ln u$ vanishes, and the remaining integral is $\Gamma'(1)=-\gamma$, where $\gamma$ is Euler's constant. The derivative of $E_1(u)+\ln u$ is $(1-e^{-u})/u$. Integrating it from zero yields

$$E_1(u)=-\gamma-\ln u+\int_0^u\frac{1-e^{-t}}{t}\,dt. \tag{4}$$

For $t\ge0$, integrating $e^{-t}\le1$ from zero gives $1-e^{-t}\le t$. Integrating this once more gives $t-1+e^{-t}\le t^2/2$. Therefore $t-t^2/2\le1-e^{-t}\le t$. Division by $t$ and integration give

$$u-\frac{u^2}{4}\le E_1(u)+\gamma+\ln u\le u. \tag{5}$$

Near the centre $p(x)\simeq[-\gamma-\ln(|x|/L)]/(2L)$, with leading correction $|x|/(2L^2)$. The singularity is integrable because $\int_0^a|\ln u|\,du$ is finite.

For $L=2$ nm and $x=0.01$ nm, the logarithm alone gives $1.1803\ \mathrm{nm^{-1}}$ and the full kernel $1.1815\ \mathrm{nm^{-1}}$. The difference, $0.0012\ \mathrm{nm^{-1}}$, agrees with $0.01/(2\times2^2)$. Such a small distance tests the formula; it does not imply that a continuum resist model is meaningful there.

At large distance, $1/t\le1/u$ inside $E_1$ gives $p(x)\le e^{-|x|/L}/(2|x|)$. The tail thus falls faster than a simple exponential of length $L$.

A full width at half maximum does not exist, since there is no finite maximum to halve.

## Cumulative content and grid weights

Define $E_n(u)=\int_1^\infty e^{-ut}t^{-n}\,dt$. For $a\ge0$, exchange the order of integration in the tail probability. At fixed $r>a$, $x$ runs from $a$ to $r$:

$$P(x>a)=\int_a^\infty\frac{r-a}{2rL}e^{-r/L}\,dr
=\frac12\left[e^{-a/L}-\frac aL E_1\!\left(\frac aL\right)\right]. \tag{6}$$

Integration by parts in the definition of $E_2$ gives $E_2(u)=e^{-u}-uE_1(u)$, so

$$P(x>a)=\tfrac12E_2(a/L),\qquad P(|x|<a)=1-E_2(a/L). \tag{7}$$

At $a=0$ the tail is $1/2$, which confirms unit area. For large $u$, a direct routine for $E_2$ is preferable to the subtraction: $E_2(u)\le\int_1^\infty e^{-ut}dt=e^{-u}/u$, so the result is smaller than the first term by at least a factor $u$.

Take cells of width $h$ centred at $x_j=jh$. If the source is a point at the centre of cell zero, the cell weights are

$$w_0=1-E_2\!\left(\frac{h}{2L}\right),\qquad
w_j=\frac12\left[E_2\!\left(\frac{(|j|-\frac12)h}{L}\right)-E_2\!\left(\frac{(|j|+\frac12)h}{L}\right)\right]\quad(j\ne0). \tag{8}$$

The sum from $-J$ to $J$ telescopes to $1-E_2[(J+\frac12)h/L]$, so the truncated area is known.

For $L=2$ nm and $h=0.2$ nm, the central weight is $0.1722$. Moving the sampling point slightly off the singularity, to $x=0.01$ nm, would give $0.2\times1.1815=0.2363$, which is 37% above the correct weight. Sampling at the cell edge would give $0.2\times0.6170=0.1234$, which is 28% below it. The answer would depend on an arbitrary offset.

If the exposure is instead constant within each cell, $w_j$ keeps an exact meaning: the density at the centre of cell $j$ due to unit exposure over cell zero is the integral of $p(x_j-x_0)$ over that cell, which is again $w_j$. If the average over cell $j$ is wanted rather than the centre value, both positions must be averaged. The separation of two points, one uniform in each cell, has a triangular distribution about $x_j$:

$$W_j=\frac1h\int_{-h}^{h}(h-|s|)\,p(x_j+s)\,ds. \tag{9}$$

Let $G(x)=|x|/2+(L/2)E_3(|x|/L)$. Since $E_n'=-E_{n-1}$, for $x>0$ one finds $G'=\frac12-\frac12E_2(x/L)$ and $G''=E_1(x/L)/(2L)=p$. The slope tends to zero at the origin, so the even function $G$ has no kink there and no delta function is hidden in $G''$. Two integrations by parts in equation (9) give

$$W_j=\frac{G(x_j+h)-2G(x_j)+G(x_j-h)}{h}. \tag{10}$$

With $E_3(0)=1/2$, the central weight is

$$W_0=1-\frac Lh\left[\frac12-E_3\!\left(\frac hL\right)\right]. \tag{11}$$

Equation (8) gives cell contents for point sources on the grid, and centre values for piecewise constant exposure; equation (10) gives cell averages for piecewise constant exposure.

## Which length is the blur

Because $r$ and $\mu$ are independent,

$$\langle|x|^n\rangle=\langle r^n\rangle\langle|\mu|^n\rangle
=(n!\,L^n)\int_0^1\mu^n\,d\mu=\frac{n!}{n+1}L^n. \tag{12}$$

The mean absolute displacement is $L/2$, and the rms displacement is $\sigma_x=L\sqrt{2/3}$. If an rms blur is supplied, the input to equation (1) is $L=\sigma_x\sqrt{3/2}$; inserting $\sigma_x$ itself as $L$ makes the kernel too narrow.

For $L=2$ nm, the mean absolute displacement is $1.00$ nm and the rms blur is $1.63$ nm. Half of all reactions lie within $0.53$ nm of the source plane. For a Gaussian of the same variance that distance is $1.10$ nm, about twice as large. The equality of variances hides a concentrated core balanced by a longer tail.

## Lines and gratings

For uniform exposure over $|x_0|<w/2$, the reaction density relative to an unlimited uniform exposure is $D(x)=\int_{-w/2}^{w/2}p(x-x_0)\,dx_0$. Equation (7) gives

$$D(0)=1-E_2\!\left(\frac{w}{2L}\right),\qquad
D\!\left(\frac w2\right)=\frac12\left[1-E_2\!\left(\frac wL\right)\right]. \tag{13}$$

With $w=10$ nm and $L=2$ nm these are $0.980$ and $0.4995$. The edge value is slightly below one half because the line has a second edge 10 nm away.

Differentiating $D$ gives $D'(x)=p(x+w/2)-p(x-w/2)$. The slope therefore diverges logarithmically at each edge, although $D$ itself is continuous. An edge slope computed from this ideal model on a grid will keep growing as the grid is refined. It is not a usable measure of image quality until a finite smearing has been included.

For a sinusoidal exposure $1+m\cos kx$, convolution with the even kernel leaves the mean unchanged and multiplies $m$ by $H(k)=\langle\cos kx\rangle$. Averaging first over $r$,

$$\int_0^\infty\frac{e^{-r/L}}L\cos(kr\mu)\,dr
=\operatorname{Re}\frac1{1-ikL\mu}=\frac1{1+k^2L^2\mu^2}.$$

Then averaging over $\mu$,

$$H(k)=\int_0^1\frac{d\mu}{1+k^2L^2\mu^2}=\frac{\arctan(kL)}{kL}. \tag{14}$$

Here $k=2\pi/P$ for period $P$, and $H(0)=1$. An implementation that uses ordinary frequency $f=1/P$ must insert $k=2\pi f$.

The Gaussian of equal variance has $H_G(k)=e^{-k^2L^2/3}$. Both functions begin as $1-k^2L^2/3$, so they agree for periods long compared with $L$. At large $kL$, however, $H\simeq\pi/(2kL)$, while $H_G$ falls as a Gaussian. The slow decay in $k$ accompanies the logarithmic core in $x$.

At $P=20$ nm, $kL=2\pi\times2/20=0.628$, and the factors are $0.893$ and $0.877$. At $P=5$ nm, $kL=2.51$, and they are $0.474$ and $0.122$. The Gaussian then underestimates the transmitted modulation by a factor of about $3.9$. Agreement at a coarse pitch does not validate the Gaussian at a fine one. The size of the discrepancy belongs to the single-flight model. For $N$ independent flights of mean $L/\sqrt N$, which keep the same rms blur, the factors multiply to $[\arctan(kL/\sqrt N)/(kL/\sqrt N)]^N$, and the ratio to the Gaussian at $P=5$ nm falls to about $2.9$ for $N=2$ and $1.5$ for $N=10$. In a resist where electrons scatter several times before reacting, or where diffusion adds to the blur, the kernel is closer to a Gaussian than equation (1) suggests.

## Smearing that makes the peak finite

Suppose an independent Gaussian displacement of standard deviation $\sigma$ is added, for example to represent a finite initial event. With $s=\sigma/L$ and $Z$ a standard normal variable, the density at the centre is $S=\langle E_1(s|Z|)\rangle/(2L)$.

The average of the logarithm in equation (4) follows from

$$\langle|Z|^a\rangle=\frac{2^{a/2}}{\sqrt\pi}\,\Gamma\!\left(\frac{a+1}{2}\right).$$

Its derivative at $a=0$ is $\langle\ln|Z|\rangle=[\ln2+\psi(\tfrac12)]/2$, where $\psi=\Gamma'/\Gamma$. The logarithmic derivative of the duplication formula $\Gamma(z)\Gamma(z+\frac12)=2^{1-2z}\sqrt\pi\,\Gamma(2z)$ at $z=\frac12$ gives $\psi(\frac12)=-\gamma-2\ln2$. Hence $\langle\ln|Z|\rangle=-(\gamma+\ln2)/2$. Using also $\langle|Z|\rangle=\sqrt{2/\pi}$, define

$$S_1=\frac1{2L}\left[\ln\frac L\sigma+\frac{\ln2-\gamma}{2}
+\sqrt{\frac2\pi}\,\frac\sigma L\right]. \tag{15}$$

Averaging inequality (5), with $\langle Z^2\rangle=1$, gives $0\le S_1-S\le\sigma^2/(8L^3)$. The expansion is intended for $\sigma\ll L$; otherwise $S$ should be integrated numerically.

For $\sigma=0.5$ nm and $L=2$ nm, the three terms in the bracket are $1.386$, $0.058$ and $0.199$; their sum, taken before rounding, is $1.644$, so $S_1=0.411\ \mathrm{nm^{-1}}$. Direct integration gives $S=0.407\ \mathrm{nm^{-1}}$. The excess, $0.0036\ \mathrm{nm^{-1}}$, lies below the bound of $0.0039\ \mathrm{nm^{-1}}$. Replacing the flight kernel by its equal-variance Gaussian before smearing would give a total standard deviation $\sqrt{1.633^2+0.5^2}=1.708$ nm and a peak of $1/(1.708\sqrt{2\pi})=0.234\ \mathrm{nm^{-1}}$. At this smearing the two peaks still differ by a factor $1.74$. The difference fades as $\sigma$ grows: the ratio is about $1.09$ at $\sigma=L=2$ nm and within about 1% of unity at $\sigma=5$ nm.

## A second flight

Now let every electron make two independent isotropic flights of mean $L$ and react only after the second. The density at zero is $p_2(0)=\int p(x)p(-x)\,dx=\int p(x)^2dx$. Substituting $u=|x|/L$ and counting both signs of $x$,

$$p_2(0)=\frac1{2L}\int_0^\infty E_1(u)^2\,du.$$

Integration by parts, with $E_1'=-e^{-u}/u$ and vanishing boundary terms, gives $\int_0^\infty E_1^2du=2\int_0^\infty e^{-u}E_1du$. A second integration by parts, using $1-e^{-u}$ as the antiderivative of $e^{-u}$, gives

$$\int_0^\infty e^{-u}E_1(u)\,du
=\int_0^\infty\frac{e^{-u}-e^{-2u}}u\,du
=\int_1^2\frac{dv}{v}=\ln2.$$

The middle step writes the quotient as $\int_1^2e^{-uv}dv$ and integrates over $u$ first. Therefore

$$p_2(0)=\frac{\ln2}{L}, \tag{16}$$

or $0.347\ \mathrm{nm^{-1}}$ for $L=2$ nm. The Cauchy–Schwarz inequality gives $p_2(x)\le\int p^2dx$, so this is the maximum.

In a cascade where a fraction $c>0$ of reactions follows the first flight, the total kernel contains $c\,p(x)$ and retains a logarithmic core of weight $c$. The later flights remove the singularity from their own contribution, not from the first one.

## Fixed depth and finite films

If the exposure varies with depth, a calculation resolved in depth must not use $p(x)$ for each layer separately, because electrons also move between layers. For a line source along $y$, let $\rho=\sqrt{x^2+z^2}$ be the distance from the line. Integrating equation (2) over $y$ with $y=\rho\tan\varphi$, so that $dy/r^2=d\varphi/\rho$, gives

$$\ell(\rho)=\frac1{2\pi L\rho}\int_0^{\pi/2}e^{-\rho/(L\cos\varphi)}\,d\varphi
\;\longrightarrow\;\frac1{4L\rho}\quad(\rho\to0). \tag{17}$$

This is a density per unit area of the $xz$ plane. At the source depth, $\rho=|x|$, and the singularity $1/|x|$ is not integrable over $x$ alone. It is integrable over the plane, whose area element supplies a factor $\rho$. Integration over $z$ softens it to the logarithm in equation (1). For $L=2$ nm, the product $4L|x|\ell$ is $0.995$ at $x=0.002$ nm.

In a film of thickness $T$, electrons can leave through either face. Assume uniform release in depth and no electrons entering from outside. For direction cosine $v$ toward a face at distance $s$, escape requires a flight longer than $s/v$. Each face receives half of the directions, so the two equal contributions add to

$$P_{\rm esc}=\int_0^1dv\,\frac1T\int_0^T e^{-s/(vL)}ds
=\int_0^1\frac{vL}{T}\left(1-e^{-T/(vL)}\right)dv
=\frac LT\left[\frac12-E_3\!\left(\frac TL\right)\right]. \tag{18}$$

The last step uses $t=1/v$. Equation (11) has the same form because leaving a grid cell along $x$ is the same event as leaving a film along $z$.

For $T\gg L$ the loss is about $L/(2T)$. With $L=2$ nm it is $3.3\%$ at $T=30$ nm and $39\%$ at $T=2$ nm. Multiplying $p(x)$ by $1-P_{\rm esc}$ gives the correct area but not the correct shape. For a displacement $z$, the fraction of release depths that lead to escape is $\min(|z|/T,1)$. Since $\ell(\rho)\le e^{-\rho/L}/(4L\rho)$ and $|z|\le\rho$, the density lost at any $x$ is at most

$$\frac1T\int_{-\infty}^{\infty}|z|\,\ell(\rho)\,dz
\le\frac1{4LT}\int_{-\infty}^{\infty}e^{-|z|/L}dz=\frac1{2T}.$$

This is finite, whereas $p$ diverges at the centre. The logarithmic core therefore survives with its full coefficient, and the relative loss there tends to zero, though only as the inverse of a logarithm. For $T=L=2$ nm it is still about $12\%$ at $x=0.01$ nm and $21\%$ at $x=0.1$ nm, and it rises to $59\%$ at $x=2$ nm. When film losses matter, the depth coordinate should be kept and the boundaries treated explicitly.

## Computed results

```
Mean flight length L: 2.0 nm
Integrated line-spread area: 1.000000 (dimensionless)
Line-spread density at x = 0.01 nm: 1.181524 nm^-1
Line-spread density at x = 0.10 nm: 0.616975 nm^-1
Line-spread density at x = 1.00 nm: 0.139943 nm^-1
Line-spread density at x = 2.00 nm: 0.054846 nm^-1
Line-spread density at x = 4.00 nm: 0.012225 nm^-1
Line-spread density at x = 10.00 nm: 0.000287 nm^-1
Logarithm-only density at x = 0.01 nm: 1.180275 nm^-1
Fraction within |x| < 0.1 nm: 0.17217 (dimensionless)
Fraction within |x| < 0.5 nm: 0.48227 (dimensionless)
Fraction within |x| < 2.0 nm: 0.85150 (dimensionless)
Fraction within |x| < 5.0 nm: 0.98020 (dimensionless)
Mean absolute displacement: 1.0000 nm
Projected rms blur: 1.6330 nm
Half-content distance: 0.5348 nm
Equal-variance Gaussian half-content distance: 1.1014 nm
Exposed line width: 10.0 nm
Relative density at line centre: 0.98020 (dimensionless)
Relative density at line edge: 0.49950 (dimensionless)
Modulation factor, period 20.0 nm: 0.89283 (dimensionless)
Equal-variance Gaussian factor, period 20.0 nm: 0.87670 (dimensionless)
Modulation factor, period 5.0 nm: 0.47433 (dimensionless)
Equal-variance Gaussian factor, period 5.0 nm: 0.12178 (dimensionless)
Gaussian smearing sigma: 0.5 nm
Smeared peak by integration: 0.407345 nm^-1
Smeared peak by expansion: 0.410933 nm^-1
Expansion error bound: 0.003906 nm^-1
Peak after two flights: 0.346574 nm^-1
Fixed-depth density times 4L|x| at x = 0.00200 nm: 0.994892 (dimensionless)
Fixed-depth density times 4L|x| at x = 0.00002 nm: 0.999920 (dimensionless)
Escaping fraction, film thickness 30.0 nm: 0.03333 (dimensionless)
Escaping fraction, film thickness 2.0 nm: 0.39031 (dimensionless)
Simulated flights used in tests: 1000000 (count)
```
